# Cutting a Uniaxial Crystal for the Best Transverse Thermoelectric Effect: test program

```python
"""Transverse thermoelectric effect of a uniaxial crystal cut at angle theta.

Result under test (current along x, heat along y, no magnetic field):
    S_xy = (S_a - S_c) sin(2 theta) / 2
    z = S_xy^2 / (rho_xx kappa_yy) is largest at
    tan(theta)^4 = rho_a kappa_c / (rho_c kappa_a), where
    z = (S_a - S_c)^2 / (sqrt(rho_a kappa_a) + sqrt(rho_c kappa_c))^2
S: Seebeck coefficient, rho: resistivity, kappa: thermal conductivity at
zero electric current; a, c: crystal axes, a = (cos theta, sin theta),
c = (-sin theta, cos theta) in the sample axes (x, y).
The test model is a 2D two-band Boltzmann gas with constant relaxation time,
in units k_B = e = T = 1 and chemical potential 0, summed on a k grid that
is fixed to the sample, while the mass tensors are tilted.
"""
import numpy as np
from scipy.constants import k as k_boltzmann, e as e_charge
from scipy.optimize import minimize_scalar


def axes_matrix(theta):
    """Columns are the crystal axes a and c in sample coordinates."""
    return np.array([[np.cos(theta), -np.sin(theta)],
                     [np.sin(theta), np.cos(theta)]])


def rotated(value_a, value_c, theta):
    r = axes_matrix(theta)
    return r @ np.diag([value_a, value_c]) @ r.T


# ---------- Boltzmann model: kinetic tensors from explicit k sums ----------
k_line = np.arange(-105, 106) * 0.2
KX, KY = np.meshgrid(k_line, k_line, indexing="ij")
K_POINTS = np.array([KX.ravel(), KY.ravel()])
# each band: (+1 conduction or -1 valence, edge distance from chemical
# potential, inverse mass along a, inverse mass along c)
CONDUCTION = (1, 1.0, 0.2, 4.0)
VALENCE = (-1, 1.0, 1.5, 0.4)
TWO_BANDS = (CONDUCTION, VALENCE)


def kinetic_tensors(theta, bands):
    """K_n = sum of v v energy^n (-df/denergy), n = 0, 1, 2."""
    result = np.zeros((3, 2, 2))
    for sign, edge, inv_mass_a, inv_mass_c in bands:
        inv_mass = rotated(inv_mass_a, inv_mass_c, theta)
        velocity = sign * (inv_mass @ K_POINTS)
        kinetic = 0.5 * np.sum(K_POINTS * (inv_mass @ K_POINTS), axis=0)
        energy = sign * (edge + kinetic)
        decay = np.exp(-np.abs(energy))
        window = decay / (1 + decay)**2
        for n in range(3):
            result[n] += (velocity * (window * energy**n)) @ velocity.T
    return result * 0.2**2


def seebeck(kin):
    return -np.linalg.solve(kin[0], kin[1])


kin_axes = kinetic_tensors(0.0, TWO_BANDS)
s_axes = seebeck(kin_axes)
rho_axes = np.linalg.inv(kin_axes[0])
kappa_axes = kin_axes[2] - kin_axes[1] @ rho_axes @ kin_axes[1]
sa, sc = np.diag(s_axes)
ra, rc = np.diag(rho_axes)
ka, kc = np.diag(kappa_axes)
assert sa > 0 > sc

# rotation law of the transverse thermopower
for angle in (0.3, 0.8, 1.2, -0.5):
    s_tilted = seebeck(kinetic_tensors(angle, TWO_BANDS))
    assert abs(s_tilted[0, 1] - (sa - sc) * np.sin(2 * angle) / 2) < 1e-8

# one anisotropic parabolic band: conductivity tilts, thermopower does not
kin_one = kinetic_tensors(0.6, (CONDUCTION,))
s_one = seebeck(kin_one)
sigma_ratio_one = kin_one[0][0, 1] / kin_one[0][0, 0]
assert abs(s_one[0, 1]) < 1e-8 and abs(sigma_ratio_one) > 0.1

# adiabatic x faces: solve J_x = J_y = q_x = 0 for E_x, E_y, dT/dx
angle = 0.7
k0, k1, k2 = kinetic_tensors(angle, TWO_BANDS)
system = np.array([[k0[0, 0], k0[0, 1], k1[0, 0]],
                   [k0[1, 0], k0[1, 1], k1[1, 0]],
                   [k1[0, 0], k1[0, 1], k2[0, 0]]])
direct_adiabatic = np.linalg.solve(
    system, -np.array([k1[0, 1], k1[1, 1], k2[0, 1]]))[0]


def adiabatic_thermopower(s_a, s_c, kap_a, kap_c, theta):
    s_xy = (s_a - s_c) * np.sin(2 * theta) / 2
    s_xx = s_a * np.cos(theta)**2 + s_c * np.sin(theta)**2
    kap_xy = (kap_a - kap_c) * np.sin(2 * theta) / 2
    kap_xx = kap_a * np.cos(theta)**2 + kap_c * np.sin(theta)**2
    return s_xy - s_xx * kap_xy / kap_xx


assert abs(direct_adiabatic
           - adiabatic_thermopower(sa, sc, ka, kc, angle)) < 1e-8


def best_efficiency(theta):
    """Largest efficiency / Carnot over the load, from the flux equations."""
    m0, m1, m2 = kinetic_tensors(theta, TWO_BANDS)
    grad_t = np.array([0.0, -1.0])

    def field(current_x):
        return np.linalg.solve(m0, np.array([current_x, 0.0]) - m1 @ grad_t)

    open_field = field(0.0)[0]
    short_current = -open_field / (field(1.0)[0] - open_field)

    def negative_efficiency(fraction):
        current_x = fraction * short_current
        e_field = field(current_x)
        heat_y = (-m1 @ e_field - m2 @ grad_t)[1]
        return e_field[0] * current_x / heat_y

    best = minimize_scalar(negative_efficiency, bounds=(0, 1),
                           method="bounded", options={"xatol": 1e-9})
    return -best.fun


def optimum_angle(rho_a, rho_c, kap_a, kap_c):
    return np.arctan((rho_a * kap_c / (rho_c * kap_a))**0.25)


def maximum_z(s_a, s_c, rho_a, rho_c, kap_a, kap_c):
    return (s_a - s_c)**2 / (np.sqrt(rho_a * kap_a)
                             + np.sqrt(rho_c * kap_c))**2


def efficiency_from_zt(zt):
    return (np.sqrt(1 + zt) - 1) / (np.sqrt(1 + zt) + 1)


search = minimize_scalar(lambda th: -best_efficiency(th), bounds=(0.05, 1.5),
                         method="bounded", options={"xatol": 1e-7})
model_angle = optimum_angle(ra, rc, ka, kc)
model_zt = maximum_z(sa, sc, ra, rc, ka, kc)
# the angle at a flat maximum is found only to about the root of rounding
assert abs(search.x - model_angle) < 1e-4
assert abs(-search.fun - efficiency_from_zt(model_zt)) < 1e-8
assert abs(model_angle - np.pi / 4) > 0.05

# ---------- worked example with round model parameters, SI units ----------
T = 300.0
S_a, S_c = 150e-6, -100e-6
rho_a, rho_c = 10e-6, 40e-6
kap_a, kap_c = 4.0, 1.0
length, thickness, delta_t = 20e-3, 2e-3, 10.0


def example_zt(theta, swapped=False):
    s = rotated(S_a, S_c, theta)
    rho = rotated(rho_a, rho_c, theta)
    kap = rotated(kap_a, kap_c, theta)
    i, j = (1, 0) if swapped else (0, 1)
    return s[i, j]**2 * T / (rho[i, i] * kap[j, j])


theta_opt = optimum_angle(rho_a, rho_c, kap_a, kap_c)
zt_opt = maximum_z(S_a, S_c, rho_a, rho_c, kap_a, kap_c) * T
scan = np.linspace(0, np.pi / 2, 9001)
zt_scan = np.array([example_zt(th) for th in scan])
peak = np.argmax(zt_scan)
assert abs(scan[peak] - theta_opt) <= scan[1]
assert abs(zt_scan[peak] / zt_opt - 1) < 1e-6
assert np.all(np.diff(zt_scan[:peak + 1]) > 0)
assert np.all(np.diff(zt_scan[peak:]) < 0)
swapped_scan = np.array([example_zt(th, True) for th in scan])
swapped_angle = scan[np.argmax(swapped_scan)]
assert abs(swapped_angle - (np.pi / 2 - theta_opt)) <= scan[1]

s_opt = rotated(S_a, S_c, theta_opt)
rho_opt = rotated(rho_a, rho_c, theta_opt)
kap_opt = rotated(kap_a, kap_c, theta_opt)
s_adiabatic = adiabatic_thermopower(S_a, S_c, kap_a, kap_c, theta_opt)
field_x = s_opt[0, 1] * delta_t / thickness
deg = np.degrees
micro = 1e6
to_microvolt = k_boltzmann / e_charge * micro

print("BOLTZMANN TEST MODEL (2D, two bands, electronic heat only)")
print("band edges from chemical potential:", CONDUCTION[1], VALENCE[1], "kT")
print("conduction inverse masses a, c:", CONDUCTION[2:], "relative")
print("valence inverse masses a, c:", VALENCE[2:], "relative")
print(f"S_a = {sa * to_microvolt:.2f} microV/K")
print(f"S_c = {sc * to_microvolt:.2f} microV/K")
print(f"rho_c/rho_a = {rc / ra:.4f}, kappa_c/kappa_a = {kc / ka:.4f}")
print(f"best angle, direct efficiency search = {deg(search.x):.3f} deg")
print(f"best angle, formula = {deg(model_angle):.3f} deg")
print(f"zT at best angle, formula = {model_zt:.4f}")
print(f"efficiency/Carnot, direct search = {-search.fun:.6f}")
print(f"efficiency/Carnot, formula = {efficiency_from_zt(model_zt):.6f}")
print(f"one band, theta = 0.6 rad: sigma_xy/sigma_xx = {sigma_ratio_one:.4f}")
print(f"one band: |S_xy| below 1e-8 k_B/e: {abs(s_one[0, 1]) < 1e-8}")
print("WORKED EXAMPLE (round model parameters)")
print(f"T = {T:.0f} K")
print(f"S_a = {S_a * micro:.0f}, S_c = {S_c * micro:.0f} microV/K")
print(f"rho_a = {rho_a * micro:.0f}, rho_c = {rho_c * micro:.0f} microohm m")
print(f"kappa_a = {kap_a:.1f}, kappa_c = {kap_c:.1f} W/(m K)")
print(f"tan^4 of best angle = {np.tan(theta_opt)**4:.4f}")
print(f"best angle = {deg(theta_opt):.3f} deg = {theta_opt:.4f} rad")
print(f"S_xy at best angle = {s_opt[0, 1] * micro:.2f} microV/K")
print(f"S_xx at best angle = {s_opt[0, 0] * micro:.2f} microV/K")
print(f"rho_xx at best angle = {rho_opt[0, 0] * micro:.2f} microohm m")
print(f"kappa_yy at best angle = {kap_opt[1, 1]:.3f} W/(m K)")
print(f"kappa_xx at best angle = {kap_opt[0, 0]:.3f} W/(m K)")
print(f"kappa_xy at best angle = {kap_opt[0, 1]:.3f} W/(m K)")
print(f"z at best angle = {zt_opt / T:.4e} 1/K")
print(f"zT at best angle = {zt_opt:.4f}")
for degrees in (15, 45, 60):
    print(f"zT at {degrees} deg = {example_zt(np.radians(degrees)):.4f}")
s_45 = rotated(S_a, S_c, np.pi / 4)[0, 1]
print(f"S_xy at 45 deg = {s_45 * micro:.2f} microV/K")
print(f"efficiency/Carnot at best angle = {efficiency_from_zt(zt_opt):.5f}")
eta_45 = efficiency_from_zt(example_zt(np.pi / 4))
print(f"efficiency/Carnot at 45 deg = {eta_45:.5f}")
print(f"current and heat exchanged, same cut: zT = "
      f"{example_zt(theta_opt, True):.4f}")
print(f"best angle when exchanged = {deg(swapped_angle):.2f} deg")
print(f"adiabatic x faces: E_x/(dT/dy) = {s_adiabatic * micro:.2f} microV/K")
print(f"bar: length {length * 1e3:.0f} mm, thickness {thickness * 1e3:.0f} mm")
print(f"temperature difference across thickness = {delta_t:.0f} K")
print(f"open-circuit field E_x = {field_x:.3f} V/m")
print(f"open-circuit voltage E_x * length = {field_x * length * 1e3:.3f} mV")
print("success")
```

Running it gives:

```
BOLTZMANN TEST MODEL (2D, two bands, electronic heat only)
band edges from chemical potential: 1.0 1.0 kT
conduction inverse masses a, c: (0.2, 4.0) relative
valence inverse masses a, c: (1.5, 0.4) relative
S_a = 216.07 microV/K
S_c = -216.07 microV/K
rho_c/rho_a = 0.4330, kappa_c/kappa_a = 2.3094
best angle, direct efficiency search = 56.654 deg
best angle, formula = 56.654 deg
zT at best angle, formula = 1.0859
efficiency/Carnot, direct search = 0.181759
efficiency/Carnot, formula = 0.181759
one band, theta = 0.6 rad: sigma_xy/sigma_xx = -1.2546
one band: |S_xy| below 1e-8 k_B/e: True
WORKED EXAMPLE (round model parameters)
T = 300 K
S_a = 150, S_c = -100 microV/K
rho_a = 10, rho_c = 40 microohm m
kappa_a = 4.0, kappa_c = 1.0 W/(m K)
tan^4 of best angle = 0.0625
best angle = 26.565 deg = 0.4636 rad
S_xy at best angle = 100.00 microV/K
S_xx at best angle = 100.00 microV/K
rho_xx at best angle = 16.00 microohm m
kappa_yy at best angle = 1.600 W/(m K)
kappa_xx at best angle = 3.400 W/(m K)
kappa_xy at best angle = 1.200 W/(m K)
z at best angle = 3.9062e-04 1/K
zT at best angle = 0.1172
zT at 15 deg = 0.0812
zT at 45 deg = 0.0750
zT at 60 deg = 0.0333
S_xy at 45 deg = 125.00 microV/K
efficiency/Carnot at best angle = 0.02770
efficiency/Carnot at 45 deg = 0.01808
current and heat exchanged, same cut: zT = 0.0260
best angle when exchanged = 63.43 deg
adiabatic x faces: E_x/(dT/dy) = 64.71 microV/K
bar: length 20 mm, thickness 2 mm
temperature difference across thickness = 10 K
open-circuit field E_x = 0.500 V/m
open-circuit voltage E_x * length = 10.000 mV
success
```
